# Hot-carrier diffusion, mobility and the lattice thermal voltage

**Q:** I need the diffusivity of electrons in silicon at 20 kV/cm. I have the drift velocity \(w\) at that field, so I form \(\mu=w/E\) and multiply by \(kT/q\), with \(T\) the lattice temperature. The field dependence is already in \(\mu\). My band is isotropic, so one number serves for all directions. What could be wrong?

**A:** Two steps need a reason. The factor \(kT/q\) comes from thermal equilibrium, and an isotropic band doesn't make the electron distribution isotropic when a field picks out an axis. How would you measure the diffusivity?

**Q:** I would release a packet and watch it spread.

**A:** Then the definition is

\[
D_j=\frac12\frac{d}{dt}\,\mathrm{var}(x_j),
\]

taken once the starting velocities are forgotten. Let \(q>0\) be the magnitude of the charge and let \(z\) point along the force, so \(a=qE/m\) is positive. I write \(D_L\) for \(j=z\) and \(D_T\) for \(j=x\) or \(y\). Assume a uniform steady field, a parabolic band of mass \(m\), and few enough carriers that they neither block nor scatter one another. The Boltzmann equation is

\[
\partial_t f+\mathbf v\cdot\nabla f+a\,\partial_{v_z}f=Cf ,
\]

where \(C\) is linear and conserves number. Let \(F(\mathbf v)\), normalized to one, be the steady uniform solution: \((a\partial_{v_z}-C)F=0\). For a density \(n\) that varies slowly in space, put

\[
f=nF-\sum_j g_j\,\partial_jn+\dots,\qquad \int g_j\,d^3v=0 .
\]

The condition on \(g_j\) keeps \(n\) equal to the density. To first order in gradients, \(\partial_tn=-\sum_jw_j\partial_jn\). Inserting this and collecting the factors of \(\partial_jn\) gives

\[
-w_jF+v_jF-(a\partial_{v_z}-C)g_j=0,
\]

\[
(a\partial_{v_z}-C)g_j=(v_j-w_j)F. \tag{1}
\]

The current is \(\int v_jf\,d^3v=w_jn-D_j\partial_jn\), with

\[
D_j=\int v_jg_j\,d^3v . \tag{2}
\]

Off-diagonal terms vanish by reflection symmetry in \(x\) and \(y\). This is the \(D_j\) of the packet: the continuity equation gives \(d\langle x_j\rangle/dt=w_j\) and \(d\langle x_j^2\rangle/dt=2w_j\langle x_j\rangle+2D_j\), so the variance grows at the rate \(2D_j\).

**Q:** Where does \(kT/q\) enter?

**A:** Through mobility, which is the response to a different source. Add a small field \(\delta E_j\) to the steady state. To first order,

\[
(a\partial_{v_z}-C)\,\delta F=-\frac{q\,\delta E_j}{m}\,\partial_{v_j}F. \tag{3}
\]

The operator is the one in (1). Without a steady field, \(a=0\), \(w_j=0\) and \(F\propto e^{-mv^2/2kT}\). Then \(\partial_{v_j}F=-(mv_j/kT)F\), and the right side of (3) is \((q\,\delta E_j/kT)\,v_jF\), a multiple of the source in (1). Both responses carry zero net number, so

\[
\delta F=\frac{q\,\delta E_j}{kT}\,g_j .
\]

Multiply by \(v_j\) and integrate: \(\delta w_j=(q\,\delta E_j/kT)D_j\). Since \(\delta w_j=\mu\,\delta E_j\), this is \(D_j=\mu kT/q\). The derivation used the Maxwellian at the lattice temperature. In a strong field \(F\) is generally different, and (1) and (3) then need not have proportional sources.

**Q:** Then I replace \(T\) by an electron temperature. Isn't that enough?

**A:** It helps if you also replace the mobility by the right response. Suppose \(F\) is a drifted Gaussian whose width may depend on direction:

\[
F\propto\exp\Big[-\sum_j\frac{m(v_j-w_j)^2}{2kT_j}\Big],\qquad kT_j=m\,\mathrm{var}(v_j).
\]

Its derivative is \(\partial_{v_j}F=-\dfrac{m(v_j-w_j)}{kT_j}F\). The sources are again proportional, now with \(T_j\) in place of \(T\), so

\[
D_j=\frac{kT_j}{q}\,\frac{\partial w_j}{\partial E_j}. \tag{4}
\]

Along the force the derivative is \(dw/dE\). Across it, a small \(\delta E_x\) leaves the magnitude of the field unchanged to first order and turns it by the angle \(\delta E_x/E\). In an isotropic material the drift turns with the field, so \(\delta w_x=w\,\delta E_x/E\). Hence

\[
D_L\simeq\frac{kT_L}{q}\frac{dw}{dE},\qquad D_T\simeq\frac{kT_T}{q}\frac wE. \tag{5}
\]

When the velocity begins to saturate, \(dw/dE\) falls below \(w/E\). For a non-Gaussian \(F\), (5) is an estimate. It can't hold where \(dw/dE<0\): it would give a negative \(D_L\), while a variance that starts at zero and stays positive can't shrink steadily for ever.

**Q:** So the cause is velocity saturation. If my mobility were constant, I would be safe?

**A:** Not along the field. Take scattering that randomizes the direction of motion, so that \(Cf=-\Gamma f+{}\)a gain that depends on speed alone. Here \(\Gamma(v)\) is the total scattering rate. Multiply (1) by \(v_j/\Gamma\) and integrate over velocity. The gain drops out because \(v_j\) is odd, and the term \(\Gamma g_j\) gives \(D_j\):

\[
a\int\frac{v_j}{\Gamma}\,\partial_{v_z}g_j\,d^3v+D_j=\int\frac{v_j(v_j-w_j)}{\Gamma}F\,d^3v .
\]

Integrating the first term by parts and moving it across,

\[
D_j=\int\frac{v_j(v_j-w_j)}{\Gamma}F\,d^3v+a\int g_j\,\partial_{v_z}\!\Big(\frac{v_j}{\Gamma}\Big)d^3v . \tag{6}
\]

Now let \(\Gamma=1/\tau\) be constant. In the last term the derivative is \(\tau\) for \(j=z\) and zero for \(j=x\). As \(\int g_z\,d^3v=0\), the term vanishes in both cases, leaving

\[
D_j=\tau\,\mathrm{var}(v_j).
\]

Moments of the steady equation supply the rest. Multiplying it by \(v_z\) and integrating gives \(-a+w/\tau=0\), so \(w=a\tau\) and \(\mu=q\tau/m\) at every field. Multiplying by \(v_z^2-v_x^2\), whose average over directions is zero, again removes the gain:

\[
-2aw+\frac1\tau\langle v_z^2-v_x^2\rangle=0
\quad\Rightarrow\quad \langle v_z^2\rangle-\langle v_x^2\rangle=2a\tau w=2w^2 .
\]

Subtracting \(w^2\) to form the variance along \(z\), we get

\[
D_L-D_T=\tau\big(\langle v_z^2\rangle-w^2-\langle v_x^2\rangle\big)=\tau w^2>0. \tag{7}
\]

The mobility is constant, band and scattering are isotropic, and the two diffusivities differ. Carriers that have flown for different times since their last collision have gained different velocities along \(z\), which adds to the spread in that direction.

**Q:** And \(\mu kT/q\)? Does it fail for both components here?

**A:** That depends on what the collisions do to the energy. Let each one reset the velocity to the lattice Maxwellian. The force doesn't act on \(v_x\), so \(\mathrm{var}(v_x)=kT/m\), and with (7)

\[
D_T=\frac{\tau kT}{m}=\frac{\mu kT}{q},\qquad
D_L=\tau\Big(\frac{kT}{m}+w^2\Big).
\]

Your rule is right across the field at any field strength, although the carriers are hot: from \(\langle v_z^2\rangle=kT/m+2w^2\), their mean energy is

\[
\frac m2\Big(\frac{3kT}{m}+2w^2\Big)=\frac32kT+mw^2 .
\]

Along the field the rule is too small. At \(w^2=kT/m\) the formulas give 1 and 2 for \(D_T\) and \(D_L\) in units of \(\tau kT/m\). A simulated packet gave 1.003 and 1.997.

**Q:** That makes \(D_L\) the larger one. Is that what I should expect for phonon scattering?

**A:** The order can reverse when \(\Gamma\) depends on energy, because the last term of (6) then survives. Let \(g_0\) be the part of \(g_z\) that depends on speed alone. For \(j=z\),

\[
a\,\partial_{v_z}\!\Big(\frac{v_z}{\Gamma}\Big)
=a\Big[\frac1\Gamma+\frac{v_z^2}{v}\frac{d}{dv}\frac1\Gamma\Big].
\]

Over directions \(v_z^2\) averages to \(v^2/3\), so \(g_0\) contributes

\[
\int u\,g_0\,d^3v,\qquad
u=a\Big[\frac1\Gamma+\frac v3\frac{d}{dv}\frac1\Gamma\Big]
=\frac{a}{3v^2}\frac{d}{dv}\Big(\frac{v^3}{\Gamma}\Big). \tag{8}
\]

The same steps applied to the equation for \(F\) give \(\int uF_0\,d^3v\) as the contribution to \(w\) of the isotropic part \(F_0\) of \(F\). So \(u\) is the drift supplied by carriers of a given energy. If \(\Gamma\propto v\), then \(u=2a/(3\Gamma)\), which falls as the energy rises.

**Q:** What does \(g_0\) mean in the packet?

**A:** It sorts carriers by energy. Let \(\varepsilon=mv^2/2\) and \(\kappa=\int\varepsilon g_z\,d^3v\). The local mean energy is

\[
\bar\varepsilon(z)=\langle\varepsilon\rangle-\kappa\,\frac{\partial_zn}{n}.
\]

At the front \(\partial_zn<0\), so \(\kappa>0\) means a hotter front. For a packet with \(\int n\,dz=1\),

\[
\mathrm{cov}(z,\varepsilon)=\int(z-\langle z\rangle)\big[n\langle\varepsilon\rangle-\kappa\,\partial_zn\big]dz=\kappa .
\]

The first part vanishes and the second follows by parts. If the hotter front drifts more slowly, and the cooler rear faster, the packet spreads less along \(z\). Across the field this can't happen: \(g_x\) is odd in \(v_x\) and has no isotropic part.

**Q:** Put numbers on it. Which model would you use?

**A:** One mass, \(0.30\,m_0\), at 300 K, with phonons of energy \(\hbar\omega=0.060\) eV. The scattering rates are

\[
\Gamma_{\rm ac}=A\sqrt{\frac{\varepsilon}{\hbar\omega}},\quad
\Gamma_{\rm abs}=BN\sqrt{\frac{\varepsilon+\hbar\omega}{\hbar\omega}},\quad
\Gamma_{\rm em}=B(N+1)\sqrt{\frac{\varepsilon-\hbar\omega}{\hbar\omega}},
\]

the last for \(\varepsilon>\hbar\omega\) only. Here \(A=5.0\) and \(B=8.0\) ps\(^{-1}\), and \(N=1/(e^{\hbar\omega/kT}-1)\). These are rough silicon-like values. A small energy exchange with acoustic phonons, for a sound speed of \(9\times10^5\) cm/s, is included so that the electrons thermalize at vanishing field. Solving for \(F\) and \(g_j\) in spherical harmonics of velocity gives, in cm²/s:

| \(E\) (kV/cm) | \(\mu kT/q\) | \(D_T\) | \(D_L\) |
|---:|---:|---:|---:|
| 0.01 | 23.07 | 23.09 | 23.09 |
| 5 | 18.64 | 22.04 | 18.87 |
| 10 | 14.84 | 20.32 | 15.13 |
| 20 | 10.54 | 19.26 | 11.95 |
| 50 | 5.72 | 24.73 | 11.25 |

The first row agrees with a direct equilibrium integral, 23.08 cm²/s. At your field, \(\mu=407.8\) cm²/(V s), so your rule reads

\[
407.8\times0.02585=10.54\ \text{cm}^2/\text{s}.
\]

The computed \(D_T\) is 1.83 times this and \(D_L\) is 1.13 times this.

**Q:** But up to 10 kV/cm my rule is within about 2% of \(D_L\). Isn't it simply the longitudinal law?

**A:** The table does show that agreement, but it doesn't last: at 50 kV/cm \(D_L\) is about twice \(\mu kT/q\). In the reset model your rule gave \(D_T\) and missed \(D_L\). Formula (5) suggests how a near agreement can arise, since \(T_L\) exceeds \(T\) while \(dw/dE\) is less than \(w/E\), and the two changes oppose each other. At 20 kV/cm \(kT_L\) is 0.0514 eV and \(dw/dE\) is 175.4 cm²/(V s).

**Q:** Does (5) then give the right values?

**A:** With \(kT_T=0.0443\) eV it gives

\[
D_T\simeq0.0443\times407.8\approx18.1,\qquad
D_L\simeq0.0514\times175.4\approx9.0\ \text{cm}^2/\text{s}.
\]

These are 6% and 25% below the computed values. The estimate gets the order right, but for \(D_L\) it is further off here than your rule. The distribution isn't Gaussian enough for (5) to be relied on along the field.

**Q:** How much of the difference between \(D_L\) and \(D_T\) comes from energy sorting?

**A:** Split (6) for \(j=z\) into the direct part \(\int v^2F_0/(3\Gamma)\,d^3v\), the sorting part (8), and the remainder, which holds the anisotropic parts of \(F\) and \(g_z\) and the term with \(w\):

\[
D_L=26.84-12.77-2.12=11.95\ \text{cm}^2/\text{s}.
\]

Sorting is the largest reduction. For \(D_T\) the direct part is the same, so its anisotropic remainder is \(19.26-26.84=-7.58\) cm²/s. The difference is therefore

\[
D_L-D_T=-12.77+(7.58-2.12)=-7.31\ \text{cm}^2/\text{s}.
\]

Sorting sets the sign, while the other terms work against it.

**Q:** All this rests on one expansion. Does an actual packet behave that way?

**A:** I compared it with 60,000 simulated electrons, whose acoustic collisions were taken as elastic. With one standard error, the packet gave \(D_T=19.42\pm0.10\) and \(D_L=11.89\pm0.07\) cm²/s. Its covariance of position and energy was \(1.09\pm0.05\) eV nm, against \(\kappa=1.10\) eV nm: the front is hotter. The drift velocities were 0.812 and \(0.816\times10^7\) cm/s. That gap of about 0.5% is larger than the sampling error. Part of it comes from the acoustic collisions: in the Boltzmann solution they take some energy from the electrons, which lowers the scattering rate and raises the drift, while in the packet they take none. That accounts for about 0.35% of the gap. The discretization of the Boltzmann solution leaves errors of a few tenths of a percent, so the last digit of the table and of the split of \(D_L\) isn't significant.

**Q:** Why is \(D_T\) lower at 20 kV/cm than at vanishing field?

**A:** The direct part isn't the cause. At vanishing field it is the whole of \(D_T\), 23.08 cm²/s, and at 20 kV/cm it has risen to 26.84 cm²/s. The fall comes from the anisotropic remainder, which is \(-7.58\) cm²/s there. That remainder holds two terms: the anisotropic part of \(F\) in the first integral of (6), and the last term of (6), which is absent when \(\Gamma\) is constant. I haven't separated the two, nor split the larger \(D_T\) at 50 kV/cm in the same way.

**Q:** What would I see in a device?

**A:** Take a point packet crossing 1 µm at 20 kV/cm, a drop of 2 V. The transit takes

\[
t=\frac{10^{-4}\ \text{cm}}{0.8157\times10^7\ \text{cm/s}}=12.26\ \text{ps}.
\]

With \(\sigma=\sqrt{2Dt}\), ignoring the initial transient, your rule gives 161 nm in every direction. The computed diffusivities give 171 nm along the field and 217 nm across it. Your rule is thus 6% and 26% too small relative to those widths.

**Q:** How close is this to real silicon?

**A:** The model illustrates the effect; it isn't a source of design values. The model's low-field mobility is 892 cm²/(V s), while lightly doped silicon has roughly 1400, so the model scatters too strongly at low field. Its drift velocity at 50 kV/cm, \(1.1\times10^7\) cm/s, is near the rough saturation value of \(10^7\) cm/s. Real bands aren't parabolic. With a nonparabolicity of 0.5 eV\(^{-1}\) and the same coupling constants, \(D_T\) falls to 15.4 and \(D_L\) to 9.6 cm²/s, about 20% each, and the drift velocity falls to \(0.71\times10^7\) cm/s. Silicon also has six valleys with unequal masses, roughly 0.92 and \(0.19\,m_0\). For a field along a cube axis, two valley groups drift at different speeds, and switching between them adds to \(D_L\). For equally filled valleys the groups hold 1/3 and 2/3 of the electrons. Let their drifts differ by \(\Delta w\), and let each inelastic collision, at a mean interval \(\tau_s\), pick one of the six valleys at random. The group drift then has variance \(\frac13\cdot\frac23(\Delta w)^2\) and a correlation that decays as \(e^{-t/\tau_s}\). Integrating that correlation over time gives an addition of \(\frac29(\Delta w)^2\tau_s\) to \(D_L\). If the drifts were saturated, they would vary as the inverse root of the mass, and this would be 1.3 cm²/s. At 20 kV/cm they still rise with the field. With the same scattering rates, a valley of mass \(m\) along the field drifts at \(r\,w(rE)\), where \(r=\sqrt{0.30\,m_0/m}\) and \(w(E)\) is the one-mass result. Taken as isolated, the groups drift at about 0.35 and \(1.12\times10^7\) cm/s, and the addition is about 2.5 cm²/s, a fifth of the one-mass \(D_L\). This is a low estimate: the colder group has fewer inelastic collisions, so it keeps its electrons longer. Solving the two groups together puts about 42% of the electrons in the heavy group and raises the addition to about 4 cm²/s, a third of the one-mass \(D_L\). If fewer collisions switch the group, the addition is larger.

**Q:** And breakdown, crowding of states, or a warmer chip?

**A:** In this model, a fraction of about \(7\times10^{-11}\) of the electrons lies above the 1.12 eV gap, so impact ionization is negligible at this field. At \(10^{16}\) cm\(^{-3}\) the states at the band bottom are filled to about \(10^{-4}\), so degeneracy is too. At 400 K and the same field, \(D_T\) is 16.3, \(D_L\) is 11.6 and \(\mu kT/q\) is 10.9 cm²/s: the gap across the field narrows but remains. A channel under an oxide adds confinement and roughness scattering. Those are outside this bulk model, and its numbers shouldn't be carried over.

**Q:** So in my simulator I replace \(\mu kT/q\) by \(D_L(E)\) and \(D_T(E)\) wherever the local field is high?

**A:** No. Consider a junction with no bias. Its built-in field may be 20 kV/cm, yet nothing is heated. Try \(f=n(z)M(v)\), with \(M\) the lattice Maxwellian, so \(CM=0\). The Boltzmann equation becomes

\[
v_zMn'+an\,\partial_{v_z}M=v_zM\Big(n'-\frac{qE}{kT}\,n\Big)=0 .
\]

It is satisfied by \(n'=(qE/kT)n\). The current \(\mu En-Dn'\) then vanishes only if \(D=\mu kT/q\), however strong the field. Inserting a hot \(D_L(E)\) with the hot \(\mu(E)\) would generally drive a false current at equilibrium.

**Q:** Why doesn't that contradict the table?

**A:** The table belongs to a nearly uniform gas that has been heated by its drift. In the junction the density changes by a factor \(e\) over

\[
\frac{kT}{qE}=\frac{0.02585\ \text{V}}{2\times10^4\ \text{V/cm}}\approx13\ \text{nm},
\]

and the gradient term cancels the drift, so the slow-gradient expansion about the heated state doesn't apply. Use \(D_L\) and \(D_T\) where the field is nearly uniform and the density varies little over the distance in which carriers gain and lose their energy. Near equilibrium keep \(\mu kT/q\). Between these cases local field strength isn't enough to fix the diffusivity, and you need the carrier energy or the full distribution.

## Computed values

```
mass 0.30 m0; lattice 300 K; kT 0.02585 eV
phonon energy 0.060 eV; sound speed 9.0e+05 cm/s
rate constants: acoustic 5.0, inelastic 8.0 1/ps
zero-field D by quadrature 23.08 cm2/s
field kV/cm | w 1e7 cm/s | mu cm2/Vs | mean energy eV
  0.01 | 0.0009 | 892.2 | 0.0387
  1.00 | 0.0873 | 873.1 | 0.0393
  5.00 | 0.3605 | 720.9 | 0.0449
 10.00 | 0.5739 | 573.9 | 0.0535
 20.00 | 0.8157 | 407.8 | 0.0757
 50.00 | 1.1059 | 221.2 | 0.1861
field kV/cm | mu*kT/q | D_T | D_L, all D in cm2/s | D_L/D_T
  0.01 | 23.07 | 23.09 | 23.09 | 1.000
  1.00 | 22.57 | 23.15 | 22.69 | 0.980
  5.00 | 18.64 | 22.04 | 18.87 | 0.856
 10.00 | 14.84 | 20.32 | 15.13 | 0.745
 20.00 | 10.54 | 19.26 | 11.95 | 0.620
 50.00 | 5.72 | 24.73 | 11.25 | 0.455
Main example: field 20 kV/cm
D_T/(mu*kT/q) 1.827; D_L/(mu*kT/q) 1.133
packet drift: 0.812 +/- 0.001 1e7 cm/s
packet D_T: 19.422 +/- 0.101 cm2/s
packet D_L: 11.888 +/- 0.072 cm2/s
packet cov(z,energy): 1.085 +/- 0.050 eV nm
Boltzmann cov(z,energy) 1.096 eV nm
D_L direct part 26.84 cm2/s
D_L energy-sorting part -12.77 cm2/s
D_L remaining part -2.12 cm2/s
kT_L 0.0514 eV; kT_T 0.0443 eV
dw/dE 175.4 cm2/Vs
Gaussian estimates: D_L 9.01, D_T 18.08 cm2/s
estimate/actual: L 0.754, T 0.939
reset model at w^2=kT/m: D_T/(tau*kT/m) 1.003
reset model at w^2=kT/m: D_L/(tau*kT/m) 1.997
1 um transit time 12.26 ps
packet sigma from mu*kT/q 160.8 nm
packet sigma: L 171.1, T 217.3 nm
nonparabolicity used for sizing 0.50 1/eV
nonparabolic drift 0.712 1e7 cm/s
nonparabolic D_T 15.36 +/- 0.15 cm2/s
nonparabolic D_L 9.59 +/- 0.09 cm2/s
valley masses 0.92, 0.19 m0
rough extra intervalley D_L 1.32 cm2/s
density 1.0e+16 cm^-3; band-bottom occupation 1.06e-04
fraction above 1.12 eV gap 6.78e-11
400 K: D_T 16.26, D_L 11.62 cm2/s
400 K: mu*kT/q 10.88 cm2/s
```
